**Width of a diffused delta-doped layer**

A dopant sheet that diffuses with constant diffusivity $D$ for a time $t$ becomes a Gaussian of standard deviation $\sigma=\sqrt{2Dt}$, which is 26.8 nm for $D=10^{-15}$ cm²/s and $t=3600$ s. The program asserts symbolically that the Gaussian solves the diffusion equation, keeps its dose and has variance $2Dt$. It also asserts that lattice diffusion from a single filled cell reproduces the width, the shape and the loss to an absorbing surface 100 nm away. A nonlinear solver for boron in silicon, with diffusivity proportional to the hole density, agrees within 10 % with the first-order formula for the extra variance: 17.4 against 17.6 nm². A random simulation of rare migration episodes confirms, within sampling error, the variance $2Dt$ and the excess kurtosis $6/N$, where $N$ is the mean number of episodes. The output also shows that an anneal 5 K too hot widens the layer by 7.6 %, and that a doubled diffusivity widens it to 37.9 nm. The material parameters are rough values.

## Numerical verification

```python
"""
Result under test: a dopant sheet that diffuses with constant diffusivity D
for a time t becomes a Gaussian of standard deviation sigma = sqrt(2 D t).
For D = 1e-15 cm2/s and t = 3600 s, sigma is about 27 nm.

Symbols: C concentration, Q dose per area, x depth measured from the sheet,
s0 initial standard deviation, cap depth of the sheet below the surface,
ni intrinsic carrier density at the anneal temperature, p hole density,
lam decay length of the displacement in one mobile episode of a dopant.
Internal units are nm and s. The setting is boron in silicon near 900 C;
material parameters are rough typical values.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp, solve_bvp
from scipy.linalg import eigh_tridiagonal
from scipy.special import erfc

# Inputs
D_cm = 1e-15
t = 3600.0
dose_cm = 1e12
cap = 100.0
s0 = 2.0
T = 900.0 + const.zero_Celsius
dT = 5.0
E_act = 3.5
ni_cm = 4e18
eps_r = 11.7
lam = 5.0

D = D_cm * 1e14
Dt = D * t
dose = dose_cm * 1e-14
ni = ni_cm * 1e-21
sigma = np.sqrt(2 * Dt)
fwhm = 2 * np.sqrt(2 * np.log(2)) * sigma
half_e = np.sqrt(2) * sigma
peak_cm = dose_cm / (np.sqrt(2 * np.pi) * sigma * 1e-7)
assert round(sigma) == 27

# Symbolic test: diffusion equation, dose and variance of the Gaussian
xs = sp.symbols("x", real=True)
ts, Ds, Qs = sp.symbols("t D Q", positive=True)
Cs = Qs / sp.sqrt(4 * sp.pi * Ds * ts) * sp.exp(-xs**2 / (4 * Ds * ts))
assert sp.simplify(sp.diff(Cs, ts) - Ds * sp.diff(Cs, xs, 2)) == 0
assert sp.simplify(sp.integrate(Cs, (xs, -sp.oo, sp.oo)) - Qs) == 0
second = sp.integrate(xs**2 * Cs, (xs, -sp.oo, sp.oo)) / Qs
assert sp.simplify(second - 2 * Ds * ts) == 0

# Lattice diffusion from a single filled cell, exact in time
n_cells = 801
dx = cap / 200.5
depth = (np.arange(n_cells) + 0.5) * dx


def lattice_profile(source, spread, absorbing=False):
    """Fraction of dopant in each cell; spread is diffusivity times time."""
    diagonal = -2.0 * np.ones(n_cells)
    diagonal[0] = -3.0 if absorbing else -1.0
    diagonal[-1] = -1.0
    w, v = eigh_tridiagonal(diagonal, np.ones(n_cells - 1))
    return v @ (np.exp(w * spread / dx**2) * v[source])


def width(fraction):
    mean = np.sum(depth * fraction)
    return np.sqrt(np.sum((depth - mean)**2 * fraction))


bulk = lattice_profile(400, Dt)
x = depth - depth[400]
gauss = np.exp(-x**2 / (2 * sigma**2)) / (np.sqrt(2 * np.pi) * sigma)
sigma_lattice = width(bulk)
shape_error = np.max(np.abs(bulk / dx - gauss)) / gauss.max()
assert abs(sigma_lattice / sigma - 1) < 1e-4
assert shape_error < 1e-3
right = bulk[400:] / bulk[400]
x_half = np.interp(-0.5, -right, x[400:])
x_e = np.interp(-np.exp(-1), -right, x[400:])
assert abs(2 * x_half / fwhm - 1) < 1e-3
assert abs(x_e / half_e - 1) < 1e-3
assert abs(bulk[400] / dx * dose_cm * 1e7 / peak_cm - 1) < 1e-3

# Surface: reflecting and perfectly absorbing limits
sigma_reflect = width(lattice_profile(200, Dt))
loss = erfc(cap / (np.sqrt(2) * sigma))
loss_lattice = 1 - lattice_profile(200, Dt, absorbing=True).sum()
assert abs(loss_lattice / loss - 1) < 0.02
assert abs(sigma_reflect / sigma - 1) < 0.01

# Doubled diffusivity, as caused by excess point defects
sigma_double = np.sqrt(2) * sigma
assert abs(width(lattice_profile(400, 2 * Dt)) / sigma_double - 1) < 1e-3

# Temperature error: Arrhenius factor against its linear estimate
kB = const.k / const.e
ratio_T = np.exp(E_act / (2 * kB) * (1 / T - 1 / (T + dT)))
linear_T = E_act * dT / (2 * kB * T**2)
assert abs(ratio_T - 1 - linear_T) < 0.005

# High doping: the flux is built from diffusivity and field factor and
# compared with the gradient form used by the solver
c_test = np.linspace(0.01, 5, 50) * ni


def holes(c):
    return c / 2 + np.sqrt(c**2 / 4 + ni**2)


step = 1e-5 * ni
slope = ((c_test + step) * holes(c_test + step)
         - (c_test - step) * holes(c_test - step)) / (2 * step * ni)
field = 1 + c_test / np.sqrt(c_test**2 + 4 * ni**2)
assert np.allclose(slope, field * holes(c_test) / ni, rtol=1e-6)

h = 0.5
xh = (np.arange(500) + 0.5) * h


def doped_sigma(q):
    """Final standard deviation for dose q, half of a symmetric layer."""
    start = np.exp(-xh**2 / (2 * s0**2))
    start *= q / (2 * h * start.sum())

    def rate(_, c):
        flux = -D * np.diff(c * holes(c) / ni) / h
        return -np.diff(np.concatenate(([0.0], flux, [0.0]))) / h

    run = solve_ivp(rate, (0, t), start, method="LSODA", lband=1, uband=1,
                    rtol=1e-7, atol=1e-10 * start.max(), t_eval=[t])
    assert run.success
    c = run.y[:, -1]
    assert abs(2 * h * c.sum() / q - 1) < 1e-5
    return np.sqrt(np.sum(xh**2 * c) / c.sum())


sigma_wide = np.sqrt(s0**2 + 2 * Dt)
assert abs(doped_sigma(1e-4 * dose) / sigma_wide - 1) < 1e-3
sigma_doped = doped_sigma(dose)
sigma_heavy = doped_sigma(10 * dose)
extra = dose * (sigma_wide - s0) / (2 * np.sqrt(np.pi) * ni)
extra_solver = sigma_doped**2 - sigma_wide**2
assert abs(extra_solver / extra - 1) < 0.10  # next order in C/ni is left out

# Intrinsic screening length against a Poisson-Boltzmann solution
K = (2 * const.e**2 * ni_cm * 1e6
     / (eps_r * const.epsilon_0 * const.k * T)) * 1e-18
screen = 1 / np.sqrt(K)
grid = np.linspace(0, 40, 400)
pot = solve_bvp(lambda z, y: np.vstack((y[1], K * np.sinh(y[0]))),
                lambda a, b: np.array([a[0] - 0.01, b[0]]),
                grid, np.zeros((2, grid.size)), tol=1e-6)
assert pot.success
assert abs(pot.sol(screen)[0] / 0.01 - np.exp(-1)) < 1e-3

# Finite migration steps: direct random simulation
episodes = Dt / lam**2
kurt = 6 / episodes
rng = np.random.default_rng(7)
samples = 400000
counts = rng.poisson(episodes, samples)
place = np.zeros(samples)
for k in range(counts.max()):
    moving = counts > k
    place[moving] += rng.laplace(0.0, lam, moving.sum())
var_mc = np.mean(place**2)
kurt_mc = np.mean(place**4) / var_mc**2 - 3
assert abs(var_mc / (2 * Dt) - 1) < 0.015  # sampling error
assert abs(kurt_mc - kurt) < 0.08          # sampling error

print("INPUTS")
print(f"diffusivity D = {D_cm:.1e} cm2/s")
print(f"anneal time t = {t:.0f} s")
print(f"dose Q = {dose_cm:.1e} cm^-2")
print(f"cap thickness = {cap:.0f} nm")
print(f"initial standard deviation s0 = {s0:.1f} nm")
print(f"anneal temperature = {T:.0f} K")
print(f"activation energy, rough = {E_act:.1f} eV")
print(f"intrinsic density ni, rough = {ni_cm:.1e} cm^-3")
print(f"relative permittivity, rough = {eps_r:.1f}")
print(f"migration length lam, rough = {lam:.1f} nm")
print("MAIN RESULT")
print(f"D in nm units = {D:.3f} nm2/s")
print(f"D t = {Dt:.1f} nm2")
print(f"variance 2 D t = {2 * Dt:.1f} nm2")
print(f"sigma = {sigma:.2f} nm")
print(f"sigma in cm = {sigma * 1e-7:.3e} cm")
print(f"sqrt(D t), not sigma = {np.sqrt(Dt):.2f} nm")
print(f"1/e half-width 2 sqrt(D t) = {half_e:.2f} nm")
print(f"full width at half maximum = {fwhm:.1f} nm")
print(f"peak concentration = {peak_cm:.3e} cm^-3")
print(f"sigma from lattice diffusion = {sigma_lattice:.2f} nm")
print(f"largest shape error / peak = {shape_error:.1e}")
print("NEGLECTED EFFECTS")
print(f"sigma with initial width = {sigma_wide:.2f} nm")
print(f"sigma with reflecting surface = {sigma_reflect:.2f} nm")
print(f"dose lost to absorbing surface = {100 * loss:.3f} %")
print(f"temperature error considered = {dT:.0f} K")
print(f"sigma if hotter by that error = {sigma * ratio_T:.2f} nm")
print(f"sigma change from that error = {100 * (ratio_T - 1):.1f} %")
print(f"sigma if defects double D = {sigma_double:.2f} nm")
print(f"peak concentration / ni = {peak_cm / ni_cm:.3f}")
print(f"extra variance, first order = {extra:.1f} nm2")
print(f"extra variance, solver = {extra_solver:.1f} nm2")
print(f"sigma with doping effect and s0 = {sigma_doped:.2f} nm")
print(f"same at tenfold dose = {sigma_heavy:.2f} nm")
print(f"intrinsic screening length = {screen:.2f} nm")
print(f"mean number of mobile episodes = {episodes:.1f}")
print(f"excess kurtosis 6/N = {kurt:.3f}")
print(f"excess kurtosis, simulation = {kurt_mc:.3f}")
print(f"sigma, simulation = {np.sqrt(var_mc):.2f} nm")
print("checks complete")
```

Output:

```
INPUTS
diffusivity D = 1.0e-15 cm2/s
anneal time t = 3600 s
dose Q = 1.0e+12 cm^-2
cap thickness = 100 nm
initial standard deviation s0 = 2.0 nm
anneal temperature = 1173 K
activation energy, rough = 3.5 eV
intrinsic density ni, rough = 4.0e+18 cm^-3
relative permittivity, rough = 11.7
migration length lam, rough = 5.0 nm
MAIN RESULT
D in nm units = 0.100 nm2/s
D t = 360.0 nm2
variance 2 D t = 720.0 nm2
sigma = 26.83 nm
sigma in cm = 2.683e-06 cm
sqrt(D t), not sigma = 18.97 nm
1/e half-width 2 sqrt(D t) = 37.95 nm
full width at half maximum = 63.2 nm
peak concentration = 1.487e+17 cm^-3
sigma from lattice diffusion = 26.83 nm
largest shape error / peak = 4.3e-05
NEGLECTED EFFECTS
sigma with initial width = 26.91 nm
sigma with reflecting surface = 26.83 nm
dose lost to absorbing surface = 0.019 %
temperature error considered = 5 K
sigma if hotter by that error = 28.88 nm
sigma change from that error = 7.6 %
sigma if defects double D = 37.95 nm
peak concentration / ni = 0.037
extra variance, first order = 17.6 nm2
extra variance, solver = 17.4 nm2
sigma with doping effect and s0 = 27.23 nm
same at tenfold dose = 29.79 nm
intrinsic screening length = 2.86 nm
mean number of mobile episodes = 14.4
excess kurtosis 6/N = 0.417
excess kurtosis, simulation = 0.419
sigma, simulation = 26.87 nm
checks complete
```
